# Why Channel-Centre Impurities Can Exceed the Random Ion-Beam Yield

Suppose that the lattice site of an impurity in a crystalline film is to be found with an ion beam. The impurity signal is measured twice, once with the beam along a set of atomic rows and once in a random direction. Atoms hidden in the rows should give almost no aligned signal, and atoms elsewhere should give the random signal, so the ratio of the two yields is read as the fraction of impurities lying off the rows. For the population treated below, this reading gives a fraction of 2.7 if scattering of the beam by electrons is neglected. A fraction above one at least raises an alarm. A smaller population at the same sites, mixed with atoms in the rows, could give 0.8 and raise none.

The faulty premise is that an exposed atom sees the random flux. The rows steer ions away from themselves, and the displaced flux must go somewhere. How much of it reaches the channel centre follows from a count of phase space.

## Transverse motion

Let $z$ run along the rows and $\mathbf r$ lie across them. At small angles to the rows, an ion is deflected by many successive atoms of a row, and their action may be averaged along $z$ into a potential energy $U(\mathbf r)$. With ion mass $M$, speed $v$ and energy $E=Mv^2/2$, the transverse equation is $M\,d^2\mathbf r/dt^2=-\nabla U$. Since $dz=v\,dt$ and $Mv^2=2E$,

$$2E\,\frac{d^2\mathbf r}{dz^2}=-\nabla U .$$

The scalar product with $d\mathbf r/dz$ turns the left side into the derivative of $E|d\mathbf r/dz|^2$ and the right side into $-dU/dz$. Writing $\psi=|d\mathbf r/dz|$ for the angle to the rows, we find the conserved transverse energy

$$E_\perp=U(\mathbf r)+E\psi^2 .$$

This holds while scattering by electrons and by the vibrations of individual atoms, and the slowing of the ion, are neglected. At the surface the ion keeps its position and angle, so an ion entering at $\mathbf r_{\rm in}$ exactly parallel to the rows has $E_\perp=U(\mathbf r_{\rm in})$.

Let $A_0$ be the area per row, and let $U$ have one minimum per row, at the channel centre, where we set $U=0$. Let $A(u)$ be the area per row in which $U<u$. Positions are folded back into one cell, so an ion that wanders from channel to channel is counted correctly.

## Why an ion fills its area uniformly

Statistical equilibrium means that an ion of given $E_\perp$ is found with equal probability in equal volumes of the transverse phase space open to it. Its density in position is then

$$P(\mathbf r)\propto\int d^2p\;\delta\!\left(E_\perp-U(\mathbf r)-\frac{p^2}{2M}\right).$$

In two dimensions $d^2p=2\pi p\,dp=2\pi M\,dK$, where $K=p^2/2M$. The integral is therefore $2\pi M$ wherever $U(\mathbf r)<E_\perp$, and zero elsewhere. The constant does not depend on $\mathbf r$: the ion moves faster near the minimum, but there are more momentum states there in the same proportion. After normalization,

$$P(\mathbf r)=\frac{1}{A(E_\perp)}\quad\text{where }U(\mathbf r)<E_\perp .$$

The potential of the worked example gives a numerical test. Points were drawn uniformly in four-dimensional phase space, and those in a narrow shell around $E_\perp=12$ eV were kept. The half of the allowed area with the lower potential held 0.497 of them, against the predicted 0.5.

The reason for the excess is already visible. A randomly directed beam has density $1/A_0$. Every ion in the aligned beam can reach the minimum of $U$, and each is confined to an area no larger than $A_0$. Hence the flux at the centre, relative to random, is

$$F_{\rm centre}=\left\langle\frac{A_0}{A(E_\perp)}\right\rangle\ge 1 ,$$

whatever the distribution of transverse energies, provided that equilibrium holds. No ions are created: the same ions are kept out of the neighbourhood of the rows.

## The logarithm

For a parallel beam the entry points are spread uniformly over the cell. The fraction entering between the contours that enclose areas $A'$ and $A'+dA'$ is $dA'/A_0$. These ions later fill the area $A'$ with density $1/A'$, or $A_0/A'$ relative to random. They contribute $(dA'/A_0)(A_0/A')=dA'/A'$ to the flux at every point they can reach. A point $\mathbf r$ is reached by ions that entered at a higher potential, that is, with $A'>A(U(\mathbf r))$. Adding them gives

$$F(\mathbf r)=\int_{A(U(\mathbf r))}^{A_0}\frac{dA'}{A'}=\ln\frac{A_0}{A(U(\mathbf r))} .$$

At the centre $A\to0$ and the flux diverges. Each decade of entry area adds the same amount, $\ln10\approx2.3$: ions that enter ten times closer in area are ten times fewer, but ten times more concentrated.

With $x=A/A_0$, the average flux over the cell is

$$\int_0^1(-\ln x)\,dx=\bigl[x-x\ln x\bigr]_0^1=1 ,$$

so the mean flux is the random one. The flux exceeds random where $-\ln x>1$, on the fraction $1/e\approx0.37$ of the area.

The same law describes the shadow at the rows. Close to a row the contours are circles around it, and the area at lower potential is $A_0-\pi r^2$, with $r$ measured from the row. Then $F=-\ln(1-\pi r^2/A_0)\approx\pi r^2/A_0$. An atom vibrating about the row with rms displacement $\sigma$ along each axis has $\langle r^2\rangle=2\sigma^2$, and its yield is about $2\pi\sigma^2/A_0$ in this model of averaged rows. Scattering by individual vibrating atoms, neglected here, can more than double this small yield.

## What the dimension and the mixing contribute

Ions guided between planes have one transverse dimension, and there the uniform density is lost. In a harmonic planar channel of width $D$, an ion entering at rest at $x_0$ oscillates with density $1/(\pi\sqrt{x_0^2-x^2})$. With uniform entry, the flux relative to random is

$$F(x)=\frac{2}{\pi}\int_{|x|}^{D/2}\frac{dx_0}{\sqrt{x_0^2-x^2}}=\frac{2}{\pi}\,\operatorname{arcosh}\frac{D}{2|x|} .$$

Near the centre this grows as $(2/\pi)\ln(1/|x|)$. In the axial case $A\approx\pi r^2$ for a round minimum, and the growth is $2\ln(1/r)$, steeper by a factor $\pi$.

The axial logarithm also needs the directions of motion to be mixed. Consider a perfectly round harmonic well of radius $R$ without mixing. An ion entering at rest at radius $r_0$ moves on a straight line through the centre. Its radial density is $2/(\pi\sqrt{r_0^2-r^2})$, and division by $2\pi r$ gives the density per area, averaged over azimuth. With uniform entry,

$$F(r)=\int_r^R 2\pi r_0\,dr_0\;\frac{1}{2\pi r}\,\frac{2}{\pi\sqrt{r_0^2-r^2}}=\frac{2}{\pi r}\sqrt{R^2-r^2} .$$

This peak is a power law, stronger than the logarithm. Equilibrium is thus not what creates the excess. It fixes its form, once the directions of motion have been mixed. The non-round part of the potential also turns the orbits, but near the centre it is weak and may mix them only partly; scattering helps to complete the mixing.

## What makes the yield finite

Assume that the signal comes from close encounters, so that it is proportional to the flux at the impurity nucleus. Two effects then cut off the divergence: the impurity vibrates, and the beam has a spread of angles.

Near a round minimum $U=\kappa r^2$, so $A(u)=\pi u/\kappa$. An ion entering at angle $\psi$ carries the extra energy $\delta=E\psi^2$. If its entry point lies on the contour enclosing $A'$, its allowed area is $A'+A_\delta$, with $A_\delta=\pi E\psi^2/\kappa$, because $A(u)$ is linear. Far from the minimum $A(u)$ is not linear, but there a small $\delta$ hardly changes the area. With $B=A'+A_\delta$ as the new variable, the sum over ions able to reach a point with area $A=\pi r^2$ becomes

$$F=\int_{\max(A,A_\delta)}^{A_0}\frac{dB}{B}=\ln\frac{A_0}{\max(A,A_\delta)} .$$

The lower limit is $A_\delta$ when even an ion entering at the centre can reach the point, and $A$ otherwise. The formula holds to leading order in small $A_\delta/A_0$.

Let the vibration be Gaussian with rms $\sigma$ per axis, and the beam angles Gaussian with rms $s$ per axis. The square of a two-dimensional Gaussian distance is exponentially distributed, so $A$ and $A_\delta$ are independent exponential variables with means

$$a_1=2\pi\sigma^2,\qquad a_2=\frac{2\pi Es^2}{\kappa} .$$

The probability that both are below $x$ is

$$(1-e^{-x/a_1})(1-e^{-x/a_2})=1-e^{-x/a_1}-e^{-x/a_2}+e^{-x/a_{12}},\qquad a_{12}=\frac{a_1a_2}{a_1+a_2} .$$

Its derivative, the density of the larger variable, is the sum of the exponential densities of means $a_1$ and $a_2$ minus that of mean $a_{12}$. For an exponential variable of mean $m$ the average logarithm is $\ln m-\gamma$, since $\int_0^\infty e^{-t}\ln t\,dt=-\gamma$, with Euler's constant $\gamma\approx0.577$. Therefore

$$\langle\ln\max\rangle=\ln a_1+\ln a_2-\ln a_{12}-\gamma=\ln(a_1+a_2)-\gamma ,$$

and the yield relative to random is

$$Y=\gamma+\ln\frac{A_0}{2\pi\sigma^2+2\pi Es^2/\kappa} .$$

The two blur areas simply add. Once one of them dominates, reducing the other gains little.

## Helium along the rows of a tungsten film

Take 2 MeV helium along the $\langle100\rangle$ rows of a body-centred cubic crystal with round parameters, roughly those of tungsten. The atoms in a row are $d=0.32$ nm apart. Rows pass through the corners and the centre of the cubic face, so they form a square net of side $d/\sqrt2=0.226$ nm, and $A_0=d^2/2=0.0512$ nm².

Each atom acts through the Molière screened potential, a sum of terms $\alpha_i e^{-k_iR}/R$ at distance $R$. Averaging a term along the row gives $2K_0(k_ir)/d$, where $K_0$ is a modified Bessel function. Hence

$$U_{\rm row}(r)=\frac{2Z_1Z_2e^2}{d}\sum_i\alpha_iK_0\!\left(\frac{\beta_ir}{a}\right),$$

with $e^2$ short for $e^2/4\pi\varepsilon_0$, $Z_1=2$, $Z_2=74$, $\alpha=(0.10,\,0.55,\,0.35)$, $\beta=(6,\,1.2,\,0.3)$ and screening length $a=0.0112$ nm. This is averaged over host vibrations of 0.005 nm per axis and summed over all rows. The result has $\kappa=2730$ eV/nm² at the channel centre, and a saddle 17 eV higher on the way to the next channel.

For an impurity vibration of 0.010 nm and a beam divergence of 0.5 mrad per axis,

$$a_1=2\pi(0.010)^2=0.00063\ \text{nm}^2 .$$

The mean divergence energy is $2Es^2=2(2\times10^6)(0.5\times10^{-3})^2=1$ eV, so

$$a_2=\frac{\pi\times1}{2730}=0.00115\ \text{nm}^2 .$$

The closed formula gives

$$Y=0.577+\ln\frac{0.0512}{0.00178}=0.577+3.36=3.94 .$$

An equilibrium average over the full anharmonic potential gives 4.01, so the formula is 2% below it. With both blur areas reduced tenfold the values are 6.24 and 6.25. The gap closes, as it should for a small-blur limit.

The logarithm itself was tested by following ions of a parallel beam through this potential, with their directions randomly turned at fixed $E_\perp$. Between depths of 1000 and 3000 nm, the mean flux in the innermost 5% of the area was 4.00, and the law gives 4.00. In the band between 34% and 40% it was 0.99 against 0.995, and in the outer half 0.308 against 0.307.

In this potential the area below the saddle is 0.37 of the cell, which happens to match $1/e$. Nothing in the derivation connects the two numbers.

Now let impurities occupy the octahedral interstitial sites at random, without displacing their neighbours. These sites are the face centres and edge centres of the cube. Of the six per cube, the face centre $(\tfrac12,\tfrac12,0)$ and the edge centre $(0,0,\tfrac12)$ lie in rows parallel to $z$. The other four project onto $(\tfrac12,0)$ or $(0,\tfrac12)$, which are channel centres. The row formula gives $2\pi\sigma^2/A_0=0.0123$, and the full potential gives 0.0125 with the beam divergence included. The population yields

$$\frac{2(4.01)+0.0125}{3}=2.68$$

times random. This is the "fraction" of the opening paragraph; the true fraction off the rows is two thirds.

## How narrow and how deep the peak is

Tilting the crystal by $\theta$ gives every ion the additional energy $E\theta^2$. For an otherwise parallel beam, and assuming that axial equilibrium still holds, the centre yield is 3.23 at 1 mrad, 2.07 at 2 mrad, 1.27 at 5 mrad and 1.07 at 10 mrad. The untilted value is 4.98, and half of the excess over random is lost by about 1.15 mrad. This width depends on the vibration as well as on the stiffness of the well: in the same potential it is 0.8 mrad for $\sigma=0.005$ nm and 1.7 mrad for $\sigma=0.02$ nm. At the angle where $E\theta^2$ equals the saddle height, $\sqrt{17/(2\times10^6)}=2.9$ mrad, the yield is down to about 1.6, so a tilt well below this value is needed to see most of the peak. The decline with tilt also helps to identify the site: an impurity at the channel centre loses yield as the crystal is tilted, while one in the rows gains it, though very little over the first few milliradians.

Depth matters as well. Near the centre the equation of motion is $\mathbf r''=-(\kappa/E)\mathbf r$, an oscillation of wavelength

$$\lambda=2\pi\sqrt{\frac E\kappa}=2\pi\sqrt{\frac{2\times10^6}{2730}}=170\ \text{nm}.$$

Ions that enter parallel reach the centre together after $\lambda/4=43$ nm. In trajectories with the stated divergence, the centre yield passes through a broad maximum of 7.6 to 7.7 at depths of about 34 to 38 nm. The harmonic estimate of the focal depth is thus only approximate. Equilibrium does not describe such shallow depths, and a film a few tens of nanometres thick needs a trajectory calculation.

At greater depth, electrons spoil the conservation of $E_\perp$. An electron of mass $m$, initially at rest, that receives energy $T$ takes momentum $q=\sqrt{2mT}$, mostly across the beam. The ion's transverse energy then rises on average by $q^2/2M=(m/M)T$; the term linear in $q$ averages out. For $n$ free electrons per volume, the cross-section per unit energy transfer is $2\pi Z_1^2e^4/(mv^2T^2)$. Integrating $T$ times this from the plasmon energy $\hbar\omega_p$ to the largest transfer $2mv^2$ gives

$$\frac{dE_\perp}{dz}=\frac mM\,\frac{2\pi Z_1^2e^4n}{mv^2}\ln\frac{2mv^2}{\hbar\omega_p} .$$

Treating six valence electrons per atom as a uniform gas gives $n=366$ nm⁻³, $\hbar\omega_p=22.5$ eV and a heating rate of 0.0185 eV/nm. Over 1000 nm this amounts to some 18 eV, comparable with the saddle height. The estimate is rough: the electron's momentum along the beam, $T/v$, makes up the share $T/2mv^2$ of $q^2$, and subtracting it would lower the logarithm, here 3.9, by about one. The Lindhard dielectric function of the same gas, which includes plasmons and the motion of the electrons, gives 0.015 eV/nm; with that rate the heated centre yield below becomes about 2.5 to 2.6. The density is also not uniform: the screened potential implies about 300 nm⁻³ at the channel centre and about 480 nm⁻³ averaged over the area below the saddle, which would raise the rate.

The effect is large. Between 500 and 1000 nm, trajectories with no artificial turning give a centre yield of 4.16 without heating and 2.49 with it, the beam and crystal being otherwise the same. Inserting the heated transverse energies into the uniform-filling rule gives 2.50. So in this example equilibrium at each energy remains a good description, while the assumption of conserved energy fails. The unheated 4.16 lies above the equilibrium value of 4.01. Its statistical error is about 0.1, and 10 000 ions give $4.08\pm0.07$. Comparing each ion with the equilibrium value for its own transverse energy leaves an excess of $0.11\pm0.02$, so a small departure from equilibrium is real. Incomplete mixing would act in that direction, but it was not isolated as the cause.

Two other neglected effects are smaller. In the electron gas the ion loses 271 eV/nm, or 14% of its energy over 1000 nm. Half of this is given up in the close collisions counted above; the other half goes to distant collisions, which excite plasmons and are left out of the heating rate. Tightly bound electrons are left out, so this is not the stopping power for a random direction. The quantum of transverse oscillation, $\hbar\sqrt{2\kappa/M}=0.24$ eV, is also the ground-state energy of the two-dimensional well. It lies below the 1 eV of divergence energy, which supports the classical cut-off here. Better collimation would not by itself spoil this, since the impurity vibration alone blurs the peak over a mean potential energy $2\kappa\sigma^2=0.55$ eV, still above the quantum.

## Reading a real measurement

The beam energy, lattice spacing and divergence used here are round inputs, to be replaced by those of the measurement. The impurity vibration is a guess, but the centre yield depends on it only logarithmically. The screened potential is a model too. At the channel centre only its far tail acts, so $\kappa$ and the saddle height are uncertain by tens of per cent. The equilibrium centre yield depends on $\kappa$ only through the logarithm, but the tilt width and the importance of heating depend directly on the energy scale of the well. With the ZBL screening function, for example, $\kappa$ falls to about 1670 eV/nm², the saddle to 11 eV, the centre yield to 3.7 and the half-excess tilt to 0.9 mrad. The film must be a single crystal or a good epitaxial layer, since grains pointing in different directions act like tilts: a misalignment of 2 mrad alone brings the parallel-beam yield down to about 2 if axial equilibrium holds. Even in a perfect crystal, electronic scattering breaks the assumption of constant $E_\perp$, and in the model it moves the centre yield from about 4 to about 2.5 at depths of 500 to 1000 nm. The channel-centre sites of the octahedral population would then contribute $\tfrac23\times2.49=1.66$ times random, still above one. Defects and a disordered surface layer would add further scattering, which is not sized here.

The signal matters too. A nuclear reaction or a backscattering event samples the flux at the nucleus. An inner-shell X-ray can be excited from a finite distance, and its yield averages the flux over that distance. If the distance is not small compared with the blur already present, the peak is lowered further.

An aligned yield above random is therefore compatible with a correct calibration. At depths where equilibrium holds, it points to atoms away from the rows, and a large excess points to the low-potential part of the channel. A small excess says less: the area with flux above random is 0.37 of the cell for a parallel unheated beam, but about half with the heating above or a 2 mrad tilt, and over 0.9 at 10 mrad. Near the surface, where the ions are first focused, other sites can exceed random as well. To turn the yield into a site fraction, the measured ratio must be compared with the flux calculated for each candidate site, at the depth and divergence of the measurement. The values used here are collected in the numerical output.

## Values computed for the example and the checks

```
Ion energy: 2 MeV
Atom spacing along row: 0.32 nm
Side of square net of rows: 0.2263 nm
Area per row A0: 0.0512 nm^2
Screening length: 0.01116 nm
Host vibration per axis: 0.005 nm
Impurity vibration per axis: 0.01 nm
Beam divergence per axis: 0.5 mrad
Curvature kappa: 2730 eV/nm^2
Saddle between channels above centre: 17.09 eV
Area fraction below saddle: 0.3676
Shell test, share in inner half of area: 0.4969
Mean divergence energy 2 E s^2: 1 eV
Vibration blur area: 0.0006283 nm^2
Divergence blur area: 0.001151 nm^2
Centre yield, closed formula: 3.937
Centre yield, full potential: 4.008
Blur areas / 10: closed formula: 6.239
Blur areas / 10: full potential: 6.254
Row-site yield, parallel, formula: 0.01227
Row-site yield, parallel, full potential: 0.01243
Row-site yield with divergence: 0.01247
Random octahedral population yield: 2.676
Centre yield, tilt 1 mrad, no divergence: 3.231
Centre yield, tilt 2 mrad, no divergence: 2.066
Centre yield, tilt 5 mrad, no divergence: 1.265
Centre yield, tilt 10 mrad, no divergence: 1.069
Flux, area fraction 0.00-0.05: log law 3.996, trajectories 3.998
Flux, area fraction 0.34-0.40: log law 0.995, trajectories 0.993
Flux, area fraction 0.50-1.00: log law 0.307, trajectories 0.308
Parallel centre yield, closed formula: 4.978
Parallel centre yield, mixed trajectories: 4.956
Median energy drift in mixed run: 0.053 eV
Transverse oscillation wavelength: 170.1 nm
First focus: depth: 38 nm
First focus: centre yield: 7.55
500-1000 nm, no heating, no added mixing: 4.16
500-1000 nm, with electronic heating: 2.49
Equilibrium yield for heated energies: 2.5
Valence electron density: 366 nm^-3
Plasmon energy: 22.5 eV
Electronic heating rate: 0.0185 eV/nm
Heating over 1000 nm, estimate: 18.5 eV
Heating over 1000 nm, trajectories: 17.7 eV
Electron-gas stopping: 271 eV/nm
Energy lost over 1000 nm / beam energy: 0.14
Transverse quantum hbar omega: 0.239 eV
```
